# Fragment length bounds for a brittle film under constant interfacial shear

## What goes wrong without the bounds

A brittle coating on a stretched foil cracks into strips, and the strip length is used to infer the shear strength of the interface. If the mean strip length is equated with the distance over which shear can load the film to its strength, the inferred shear strength comes out too low, by up to a factor of two. If the longest strip is used instead, the error is largest. If the stretch was stopped too early, the strips have not reached their final lengths and no such reading is justified. What can be read safely is a pair of bounds. For a film of thickness $h$, strength $\sigma_c$ and interfacial shear strength $\tau$, the final lengths satisfy

$$ l\le L<2l,\qquad l=\frac{\sigma_c h}{\tau}. \tag{1} $$

## Model and sign conventions

The film is elastic, lies flat and is initially free of stress. Its ends at $x=0$ and $x=L_0$ are free, and $L_0\ge l$. A thick substrate is stretched slowly along $x$ to a uniform strain $e$, which never decreases. The tension $\sigma(x)$ is averaged over the film thickness, and $E$ is the modulus that relates it to the film strain along $x$. Strains are small, so lengths are measured on the unstretched film and exclude crack openings.

Let $u$ be the film displacement and $w=u-ex$ the displacement relative to the substrate. Differentiating $w$ and using $u'=\sigma/E$ gives

$$ w'=\frac{\sigma}{E}-e. \tag{2} $$

A prime denotes $d/dx$ and a dot a time derivative. The slip velocity is $v=\dot w$. Let $q$ be the shear traction that the substrate exerts on the film, positive along $+x$. The interface is rigid until it slips:

$$ |q|\le\tau\ \text{ if } v=0,\qquad q=-\tau\,\mathrm{sgn}(v)\ \text{ if } v\neq0. \tag{3} $$

The film breaks through its thickness where $\sigma$ reaches $\sigma_c$, which for now is the same everywhere. A break counts as soon as the strength is reached; this convention decides which inequality in (1) is strict.

## The lower bound

Consider a film element of length $dx$ and unit width. The forces on it are $h\sigma(x+dx)$ to the right, $h\sigma(x)$ to the left and $q\,dx$ from the substrate. Their sum vanishes in slow loading, so

$$ h\sigma'=-q. \tag{4} $$

Since $|q|\le\tau$, the slope of $\sigma$ lies between $-\tau/h$ and $+\tau/h$. In a segment $0\le x\le L$ with free ends, integration from the left end gives $\sigma(x)\le\tau x/h$, and integration from the right end gives $\sigma(x)\le\tau(L-x)/h$.

A break at $x$ requires $\sigma(x)=\sigma_c$. The two inequalities then give $x\ge\sigma_c h/\tau=l$ and $L-x\ge l$. Both daughters are therefore at least $l$ long. This argument uses the force balance and the cap on $q$; it needs neither the rigid interface nor a particular loading history. It does neglect inertia, which would add a term to (4) while a fast crack unloads the film.

## The stress in a stretched segment

The upper bound needs the actual stress, because a segment breaks when its tension really reaches $\sigma_c$, not when it is merely allowed to. The claim is

$$ \sigma(x)=\min\left\{Ee,\ \frac{\tau x}{h},\ \frac{\tau(L-x)}{h}\right\}. \tag{5} $$

The profile is continuous and vanishes at both ends. It remains to check (3) in each region while $e$ grows. The time derivative of (2) is $v'=\dot\sigma/E-\dot e$.

**Central plateau.** While $Ee<\tau L/(2h)$, the middle carries $\sigma=Ee$. Then $\sigma'=0$, hence $q=0$, and $v'=\dot e-\dot e=0$. The choice $v=0$ satisfies (3): the film sticks and stretches with the substrate.

**Left zone.** For $x<b$, with $b=Eeh/\tau$, the tension is $\tau x/h$. Equation (4) gives $q=-\tau$, which requires $v>0$. The tension here does not change in time, so $v'=-\dot e$. Matching to $v(b)=0$ gives $v=\dot e(b-x)>0$, as required. The substrate moves outwards beneath the film end, so the end slips inwards relative to it.

**Right zone.** The mirror image holds, with $q=+\tau$ and $v<0$.

When $b$ reaches $L/2$ the plateau disappears. The tension is then a fixed triangle, and $v=\dot e(L/2-x)$ is positive on the left and negative on the right, again as required. Further stretching increases the slip but not the tension.

This solution is unique. Let two solutions start from the same stress and have the same end tensions, and let $\Delta$ denote their difference. Since $\Delta\dot\sigma/E=\Delta v'$,

$$ \frac{d}{dt}\int_0^L\frac{h(\Delta\sigma)^2}{2E}\,dx=\int_0^L h\,\Delta\sigma\,\Delta v'\,dx=-\int_0^L h\,\Delta\sigma'\,\Delta v\,dx=\int_0^L\Delta q\,\Delta v\,dx. $$

The boundary term of the integration by parts vanishes because $\Delta\sigma=0$ at the ends, and the last step uses (4). By (3), $q_1v_1=-\tau|v_1|\le q_2v_1$ and $q_2v_2=-\tau|v_2|\le q_1v_2$. Adding these gives $\Delta q\,\Delta v\le0$. The left-hand integral starts at zero, cannot be negative and cannot grow, so the stresses coincide.

## What a new crack does

After a break, a daughter inherits an interface that has already slipped near its old end. It must be shown that (5) still applies.

Let the break be at $x=d$, and consider the left daughter $0\le x\le d$. Hold $e$ fixed and lower the tension $T$ at the new end slowly from its value at the break to zero. With $\sigma_{\rm old}$ the tension before the break, the solution is

$$ \sigma(x)=\min\left\{\sigma_{\rm old}(x),\ T+\frac{\tau(d-x)}{h}\right\}. \tag{6} $$

The first entry minus the second has slope $\sigma_{\rm old}'+\tau/h\ge0$. The second entry is therefore the smaller one to the right of some point $x_T$. To the left of $x_T$ nothing changes: $v=0$, and the old traction still satisfies $|q|\le\tau$. To the right, the slope $-\tau/h$ gives $q=+\tau$, which requires $v<0$. There $v'=\dot T/E$, so $v=\dot T(x-x_T)/E$, which is negative because $\dot T<0$. All conditions hold, and the uniqueness argument applies because the end tensions are prescribed.

At $T=0$, insert (5) for the parent into (6). The entry $\tau(L-x)/h$ exceeds $\tau(d-x)/h$ and drops out. What remains is (5) with $L$ replaced by $d$. If the daughter is shorter than $2l$, the new ramp overlaps the old slip zone, and in the overlap the direction of slip reverses. The right daughter follows by reflection. When stretching resumes, the checks of the previous section apply again, since they involve the current stress and velocities but not the accumulated slip.

## The upper bound and the end of cracking

The largest tension in (5) is at the centre:

$$ \sigma_{\max}=\min\left\{Ee,\ \frac{\tau L}{2h}\right\}. \tag{7} $$

Suppose $Ee\ge\sigma_c$. If $L\ge2l$, then $\tau L/(2h)\ge\sigma_c$ and the segment breaks. If $L<2l$, then $\tau L/(2h)<\sigma_c$ and it survives any further stretch within this model. Each break leaves daughters of at least $l$, so there can be at most $L_0/l$ segments and cracking must stop. When it has stopped, every segment satisfies (1).

Neither bound can be tightened. At $Ee=\sigma_c$ a parent of length $3l$ is at its strength everywhere between $x=l$ and $x=2l$. A break at $l+\eta$, with $\eta$ small and positive, leaves lengths $l+\eta$ and $2l-\eta$, and both are final. A parent of length $2l$ breaks at its centre into two pieces of length $l$, so the lower bound is attained.

The conditions have visible consequences:

- A film with $L_0<l$ never breaks and stays below the lower bound.
- If $Ee<\sigma_c$ throughout, no crack forms, however long the film.
- The modulus sets the strain at which cracking begins, $\sigma_c/E$, but not the final bounds.

## Strength that varies from place to place

Let the local strength lie between $s_{\min}$ and $s_{\max}$. A break at $x$ now requires at least $s_{\min}$, so the lower-bound argument gives daughters of at least $s_{\min}h/\tau$. Once $Ee\ge s_{\max}$, a segment with $L\ge2s_{\max}h/\tau$ has a central tension of at least $s_{\max}$ and must break. For an initial film no shorter than the lower bound,

$$ \frac{s_{\min}h}{\tau}\le L<\frac{2s_{\max}h}{\tau}. \tag{8} $$

The ratio of longest to shortest final segment may now exceed two. Conversely, a ratio of two or more shows that at least one assumption behind (1) has failed, for example uniform strength, uniform thickness, uniform $\tau$, free ends or sufficient stretch.

## An interface that yields elastically before it slips

A polymer surface deforms before it yields. Let $q=-kw$ until $|q|=\tau$, with $k$ in stress per length. The lower bound is unchanged, because $|q|\le\tau$ still holds. The upper bound is reached more slowly, and the delay can be calculated for a segment stretched from its unstressed state without intermediate cracks.

Measure $\xi$ from the centre of the segment. In the core $|\xi|<a$, which has not slipped, (4) gives $\sigma'=kw/h$. One more derivative, with (2), gives

$$ \sigma''=\frac{k}{h}\left(\frac{\sigma}{E}-e\right)=\frac{\sigma-Ee}{\lambda^2},\qquad \lambda=\sqrt{\frac{Eh}{k}}. $$

The symmetric solution is $\sigma=Ee-A\cosh(\xi/\lambda)$. At $\xi=a$ the traction reaches $\tau$, so $\sigma'=-\tau/h$ and

$$ A=\frac{\tau\lambda}{h\sinh(a/\lambda)}. $$

Outside the core the tension falls linearly to zero at $\xi=L/2$, so $\sigma(a)=\tau(L/2-a)/h$. The central tension exceeds this by $A[\cosh(a/\lambda)-1]$. Since $(\cosh y-1)/\sinh y=\tanh(y/2)$,

$$ \sigma(0)=\frac{\tau}{h}\left[\frac L2-a+\lambda\tanh\frac{a}{2\lambda}\right]. $$

Setting $\sigma(0)=\sigma_c$ gives the longest survivor at strain $e$,

$$ L_*=2\left[l+a-\lambda\tanh\frac{a}{2\lambda}\right],\qquad \sinh\frac a\lambda=\frac{\tau\lambda}{h(Ee-\sigma_c)}. \tag{9} $$

The second relation is $\sigma(0)=Ee-A=\sigma_c$. The derivation assumes a slipped zone at each end, $a<L_*/2$. By (9) this means $\lambda\tanh(a/2\lambda)<l$, which holds at every strain above onset if $\lambda\le l$. Longer segments do break: continuity at $\xi=a$ requires $Ee=(\tau/h)[L/2-a+\lambda\coth(a/\lambda)]$, so at fixed $e$ a larger $L$ means a larger $a$, a smaller $A$ and a higher central tension.

Because $\tanh y<y$ for $y>0$, $L_*$ exceeds $2l$. At large stretch $a\ll\lambda$; then $\lambda\tanh(a/2\lambda)\approx a/2$ and $a\approx\tau\lambda^2/[h(Ee-\sigma_c)]$. With $\lambda^2=Eh/k$,

$$ L_*-2l\approx\frac{\tau E}{k(Ee-\sigma_c)}. \tag{10} $$

At large stretch, the excess in this spring model falls off inversely with the stretch beyond onset. The springs act independently of one another, as a thin sheared layer on a rigid base would. In a thick elastic foil, traction at one place also displaces the surface elsewhere, so (9) and (10) do not give its delay quantitatively.

## Worked example: an oxide barrier coating on a polymer foil

Take $h=100$ nm, $E=70$ GPa, $\sigma_c=1000$ MPa and $\tau=50$ MPa. Then

$$ l=\frac{1000\times100}{50}\ \text{nm}=2000\ \text{nm},\qquad 2l=4000\ \text{nm}. $$

For uniform strength, the final strips are between 2 and 4 µm long. Cracking begins at $e=1000/70000=1.43\,\%$.

The formulas were tested against a numerical solution of the film and interface mechanics, with cells of 50 nm, elastic interface springs capped at $\tau$ and memory of slip. Equation (5) was not used in that solution. For the stress profile, the springs had a nearly rigid stiffness of 15000 MPa/nm. A parent of 6400 nm was loaded to the onset strain and cut into 3000 and 3400 nm. Equation (7) predicts peaks of $50\times1500/100=750$ MPa and 850 MPa; the solution gave 743 and 843 MPa. The largest deviation from (5) anywhere was 3.5 MPa before the cut and 6.9 MPa after it, against the 25 MPa of tension that one cell can transfer. Slip reversal is included in this comparison, because both daughters are shorter than $2l$.

With the same springs, a parent of 5950 nm with one place 2 % weaker at 2050 nm broke once, into 2050 and 3900 nm. Stretching to 10 % produced no further crack, so lengths near both bounds do occur together.

For the compliant interface, a polymer shear modulus of 1500 MPa and an assumed sheared depth of 100 nm give $k=15$ MPa/nm and $\lambda=683$ nm. Equation (9) gives $L_*=4554$, 4093 and 4039 nm at 2, 5 and 10 % strain. The numerical values are 4554, 4093 and 4036 nm. At 10 % strain, (10) gives an excess of $50\times70000/(15\times6000)=39$ nm, about 1 % of $2l$. Doubling the sheared depth would halve $k$ and double this excess. The depth of 100 nm only illustrates the formulas. In a thick foil the elastic shear reaches depths comparable with the strip length, and the longest survivor is much longer than (9) gives with this $k$ until well beyond onset. For equal segments on an elastic half-space with Young's modulus 4200 MPa and Poisson ratio 0.4, it is about 26, 8.3, 5.2, 4.2 and 4.0 µm at 1.5, 2, 3, 5 and 10 % strain.

Films 60 µm long with random local strength were then stretched to 10 % on this compliant interface, one film for each scatter:

| Strength scatter | Bounds (8), nm | Shortest, nm | Longest, nm | Mean, nm |
|---|---|---|---|---|
| ±2 % | 1960–4080 | 2050 | 3700 | 2727 |
| ±20 % | 1601–4799 | 1700 | 3550 | 2400 |

All final lengths lie within (8). In the first film the longest segment at 2 % strain was still 4250 nm, above the upper bound; by 5 % it was 3700 nm. Stopping at 2 % would have given an unfinished pattern. The shorter mean at larger scatter may reflect cracks starting at weak places, but one film of each kind does not establish this.

## Using the result to infer the shear strength

Let $L_{\min}$ and $L_{\max}$ be the shortest and longest final segments. From (1), $\sigma_ch/\tau\le L_{\min}$ and $L_{\max}<2\sigma_ch/\tau$. Solving each for $\tau$ gives

$$ \frac{\sigma_c h}{L_{\min}}\le\tau<\frac{2\sigma_c h}{L_{\max}}. \tag{11} $$

For the ±2 % film this gives $10^5/2050=48.8$ MPa and $2\times10^5/3700=54.1$ MPa, which enclose the true 50 MPa. This is one film: among many films of this length with ±2 % scatter, about one in five gives an interval that is empty or misses 50 MPa, and with ±5 % scatter about half give a non-empty interval that misses it. Equating the mean length with $l$ would give $10^5/2727=36.7$ MPa, which is 27 % too low.

For the ±20 % film, (11) demands at least 58.8 MPa and less than 56.3 MPa. The contradiction reflects $L_{\max}/L_{\min}=2.09$, and it shows that a uniform strength cannot be assumed. With scatter, (8) replaces $\sigma_c$ by $s_{\min}$ on the left of (11) and by $s_{\max}$ on the right.

A sound procedure is therefore:

1. Stretch until the number of cracks stays constant over a substantial further strain.
2. Convert to unstretched lengths. At 10 % strain the mean centre-to-centre crack spacing is 10 % larger than the mean unstretched length.
3. Omit the two outermost pieces if the film ends are clamped, since (1) assumes free ends.
4. Form $L_{\max}/L_{\min}$. If it is two or more, (11) is contradictory. If it is below two, (11) gives a non-empty interval, but this does not prove that the strength is uniform, and with scatter the interval may miss the true $\tau$. Unless the scatter is known to be small, use (8) with an independent estimate of $s_{\min}$ and $s_{\max}$; this still requires a uniform $\tau$ and a finished crack pattern.

## How far a real coating departs from the model

The example's parameters are rough values for silica-like barrier layers on polyester-like foils. The strength of 1000 MPa is meant at the scale of a few micrometres and would be high for a long specimen. If flaw strength alone decides where the film breaks, this is a large correction. If failure is governed by the weakest of many independent flaws, a length $\ell$ under uniform tension $s$ survives with a probability that depends on $\ell s^m$ (Weibull statistics). Equal survival probability at two lengths then requires $s_2/s_1=(\ell_1/\ell_2)^{1/m}$, so the longer piece is the weaker one. For a rough $m=10$, going from $l=2000$ nm to a gauge length of 10 mm changes the strength by $5000^{1/10}=2.34$; random sampling gave 2.33. The first crack in such a gauge would be expected near 430 MPa. Inserting that value in (1) would give $l$ of about 0.9 µm instead of 2 µm. The strength in (1) must therefore not be taken from a long specimen. For the question whether a short segment survives, the relevant length is even shorter than the segment, because its tension is triangular. Integrating $(\sigma/\sigma_{\max})^m$ over the triangle gives an equivalent uniformly stressed length of $L/(m+1)$. For $L=4000$ nm and $m=10$ this is 364 nm, where the strength is $(2000/364)^{1/10}=1.19$ times that at length $l$. This factor concerns the long end of the length distribution only. Most breaks occur at weak places and at lower tension: in a 10 mm film with such flaws, fragmented according to (5), the median tension at a break is near 960 MPa, the final lengths run from about 1.6 to 5.4 µm, and about one in six exceeds 4 µm. Flaws of this kind also make the strength vary along the film, so the range of 2 to 4 µm found for uniform strength is not a strict bound for such a coating.

A break also needs energy, which the strength criterion ignores. Integrating the end tension over the crack opening that follows from (6) gives an energy release per crack area of $\sigma_c^3h/(3\tau E)=9.5$ J/m² for a break on the plateau and $\sigma_c^3h/(6\tau E)=4.8$ J/m² for a break at the centre of a segment of length $2l$. Bulk silica needs roughly 8 J/m². If the crack must supply that much, the last breaks need a higher central tension and the upper length moves to about 4.7 µm; the tension required then depends on $h$, and $l$ is no longer proportional to the thickness. At 430 MPa the same formula gives less than 1 J/m², so the onset of cracking in a thin film may be set by energy rather than by the weakest flaw. An elastic foil adds to these releases and moisture lowers the energy needed, so the numbers are indicative only.

The assumption of constant $\tau$ is also broken by real polymers, which soften on heating and may harden as they deform. If $\tau$ is the shear yield stress of the polymer, the stretch itself matters too. By the von Mises criterion the foil then yields in tension at $\sqrt3\,\tau=87$ MPa, which a Young's modulus of about 4200 MPa puts near 2 % strain. From there on, tension and interfacial shear compete for the same yield limit. Keeping $\tau$ at 50 MPa up to 10 % strain is therefore an idealization of the example, not an established property of such foils. A drop from 50 to 40 MPa, with strength and thickness held fixed, moves the bounds to 2500 and 5000 nm. If the interface debonds, the traction may fall after the first slip. The lower bound then still holds with the peak traction in place of $\tau$, but the upper bound computed from that peak no longer does.

Thermal mismatch matters less for the final lengths. A rough expansion difference of $2\times10^{-5}$ K$^{-1}$ and a cooling of 60 K compress the film by 0.12 % and delay the onset from 1.43 to 1.55 % strain. The mismatch shifts the strain available to load the film, while $l$ does not contain that strain.

The model also leaves out the transverse direction. A foil with Poisson ratio 0.4 contracts sideways by 4 % at 10 % stretch, which compresses the strips by about 2.7 GPa and stores about 5 J/m². On a weak interface they can then buckle and detach before cracking has finished, and the constant $\tau$ behind (1) and (11) is lost.

Finally, a depth-averaged tension is a poor description within a distance of order $h$ from each crack. That zone is $h/l=\tau/\sigma_c=5\,\%$ of $l$ here. The stress is also uneven through the thickness near the centre of a segment, where the traction changes sign and the film breaks. For this film on an elastic foil, the tension at the interface side exceeds the thickness mean there by roughly 10 to 25 %, depending on the width over which the traction changes sign. If cracks start on that side, the error in length can be of the same size. The ratio also shows where the model fails: when $\tau$ approaches $\sigma_c$, the predicted segments are about as long as the film is thick, and a two-dimensional stress analysis is needed. The numerical output below lists the main values of the example.

## Table of computed values

```
film thickness h = 100 nm
film modulus E = 70 GPa
film strength sigma_c = 1000 MPa
interfacial shear strength tau = 50 MPa
lower bound sigma_c h/tau = 2000 nm
upper bound 2 sigma_c h/tau = 4000 nm
onset strain sigma_c/E = 1.429 %
profile test: parent length = 6400 nm
profile test: daughters = 3000 and 3400 nm
peak stress in daughters = 743 and 843 MPa
largest profile error before, after crack = 3.46, 6.93 MPa
stress step of one grid cell = 25 MPa
simulated film length = 60 um, cell = 50 nm
strength scatter +-2 %: bounds 1960 to 4080 nm
  final segments: 22, shortest 2050, longest 3700, mean 2727 nm
  at 2 % strain: 20 segments, longest 4250 nm
  at 5 % strain: 22 segments, longest 3700 nm
strength scatter +-20 %: bounds 1601 to 4799 nm
  final segments: 25, shortest 1700, longest 3550, mean 2400 nm
  at 2 % strain: 25 segments, longest 3550 nm
  at 5 % strain: 25 segments, longest 3550 nm
sharpness case: parent 5950 nm, final daughters 2050 and 3900 nm
interface stiffness k = 15.0 MPa/nm
elastic transfer length lambda = 683 nm
longest survivor at 2 % strain: formula 4554, numerical 4554 nm
longest survivor at 5 % strain: formula 4093, numerical 4093 nm
longest survivor at 10 % strain: formula 4039, numerical 4036 nm
Weibull modulus (rough) = 10, gauge length = 10 mm
strength ratio, length l to gauge: formula 2.34, sampled 2.33
strength expected at first crack of gauge = 427 MPa
edge zone h relative to l = 5.0 %
thermal expansion difference (rough) = 2.0e-05 1/K, cooling = 60 K
thermal mismatch strain = 0.12 %, onset moves to 1.55 %
softer polymer, tau = 40 MPa: bounds 2500 to 5000 nm
spacing under load exceeds unstretched length by 10 %
```
